# Why the Hartree-Fock Density Has No First-Order Correlation Correction

Someone who has a Hartree-Fock calculation and wants a better dipole moment or electron density must decide which amplitudes to compute. The first-order doubles that give the second-order energy are at hand, and it is tempting to build the density from them alone. Whether that is consistent depends on the order at which each class of excitation enters the density. Two results settle the matter: the density has no first-order term, and its second-order term contains squared first-order doubles together with second-order singles, neither of which may be dropped.

Let $i,j,k,l,m$ label occupied spin orbitals of the Hartree-Fock determinant $\Phi_0$, $a,b,c,d$ empty ones, and $p,q,r,s$ any. Hartree atomic units are used. With $\langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$, the electronic Hamiltonian is

$$H=\sum_{pq}h_{pq}a_p^\dagger a_q+\tfrac14\sum_{pqrs}\langle pq\|rs\rangle a_p^\dagger a_q^\dagger a_s a_r .$$

Braces will denote normal order relative to $\Phi_0$: the operators that annihilate $\Phi_0$, namely $a_a$ and $a_i^\dagger$, stand on the right, with a minus sign for each interchange. Then $a_p^\dagger a_q=\{a_p^\dagger a_q\}+\delta_{pq}n_p$, where $n_p$ is 1 for occupied orbitals and 0 otherwise. In the two-electron term, four single contractions are possible. By the antisymmetry of the integrals they are equal, so the factor $\tfrac14$ disappears and they give $\sum_{pq}\sum_k\langle pk\|qk\rangle\{a_p^\dagger a_q\}$. The two double contractions give $\tfrac12\sum_{ij}\langle ij\|ij\rangle$. Hence

$$H=E_{\rm HF}+\sum_{pq}f_{pq}\{a_p^\dagger a_q\}+V_N,\qquad f_{pq}=h_{pq}+\sum_k\langle pk\|qk\rangle,$$

$$V_N=\tfrac14\sum_{pqrs}\langle pq\|rs\rangle\{a_p^\dagger a_q^\dagger a_sa_r\},\qquad E_{\rm HF}=\sum_i h_{ii}+\tfrac12\sum_{ij}\langle ij\|ij\rangle .$$

Define $\Phi_i^a=a_a^\dagger a_i\Phi_0$. This form of $H$ gives $\langle\Phi_i^a|H|\Phi_0\rangle=f_{ai}$. Changing $\Phi_0$ to $\Phi_0+\eta\Phi_i^a$ changes the energy at first order by $2\,{\rm Re}(\eta^*f_{ai})$, so a stationary energy requires $f_{ai}=0$. In a closed-shell restricted calculation the two spins are rotated together, but their elements are equal, so each still vanishes. In a restricted open-shell calculation, for excitations from doubly occupied to empty orbitals, stationarity makes only the sum of the two spins' elements vanish, and the argument below is not guaranteed to apply.

Since $f$ does not couple occupied to empty orbitals, each block can be diagonalized without changing $\Phi_0$ beyond a phase. The Fock operator is then $F=\sum_p\varepsilon_pa_p^\dagger a_p$, and $F\Phi_0=E_0\Phi_0$ with $E_0=\sum_i\varepsilon_i$. Assume that every occupied level lies below every empty one. The fluctuation potential is $W=H-F$. In normal order $F=E_0+\sum_{pq}f_{pq}\{a_p^\dagger a_q\}$, so the one-body parts cancel:

$$W=E_1+V_N,\qquad E_1=E_{\rm HF}-E_0=-\tfrac12\sum_{ij}\langle ij\|ij\rangle .$$

The last equality holds because $\sum_i\varepsilon_i$ counts each electron pair's interaction twice.

Now let $H(\lambda)=F+\lambda W$, keeping $F$ fixed. In a finite basis the isolated ground state of $F$ continues analytically to small $\lambda$. Write $\Psi=\Phi_0+\lambda\Psi_1+\lambda^2\Psi_2+\cdots$ with $\langle\Phi_0|\Psi\rangle=1$, so that all corrections are orthogonal to $\Phi_0$. Equating powers of $\lambda$ in the eigenvalue equation gives

$$(E_0-F)\Psi_1=(W-E_1)\Phi_0,\qquad (E_0-F)\Psi_2=(W-E_1)\Psi_1-E_2\Phi_0 .$$

On the right of the first equation stands $V_N\Phi_0$. A normal-ordered term survives on $\Phi_0$ only if it contains no operator that annihilates it, which leaves $\tfrac14\sum\langle ab\|ij\rangle a_a^\dagger a_b^\dagger a_ja_i\Phi_0$. Replacing $i,j$ by $a,b$ raises the eigenvalue of $F$ by $\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j$. Therefore

$$\Psi_1=\tfrac14\sum_{ijab}t_{ij}^{ab}a_a^\dagger a_b^\dagger a_ja_i\Phi_0,\qquad t_{ij}^{ab}=\frac{\langle ab\|ij\rangle}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b}.$$

There are no singles in $\Psi_1$. Let $\gamma_{pq}=\langle a_p^\dagger a_q\rangle$, divided by the norm of the state; the density is $n(x)=\sum_{pq}\gamma_{pq}\varphi_p^*(x)\varphi_q(x)$. The norm is $1+\lambda^2\langle\Psi_1|\Psi_1\rangle+O(\lambda^3)$, so it does not contribute at first order, and

$$\gamma^{(1)}_{pq}=\langle\Phi_0|a_p^\dagger a_q|\Psi_1\rangle+\langle\Psi_1|a_p^\dagger a_q|\Phi_0\rangle=0 .$$

Both terms vanish because $a_p^\dagger a_q$ replaces at most one orbital, while every determinant in $\Psi_1$ differs from $\Phi_0$ by two. This is the Møller-Plesset theorem. It holds at each point of space and for every one-electron expectation value.

Quantities that depend on pairs of electrons are not protected. The repulsion operator $V_{ee}$ differs from $W$ by a one-body operator, which has no matrix element between $\Phi_0$ and $\Psi_1$. Hence, at $\lambda=0$,

$$\frac{d\langle V_{ee}\rangle}{d\lambda}=2\,{\rm Re}\langle\Phi_0|W|\Psi_1\rangle=2E_2 .$$

For the ground state $E_2=-\langle\Psi_1|(F-E_0)|\Psi_1\rangle$ is negative whenever $\Psi_1\neq0$. Antisymmetry already keeps electrons of equal spin apart in $\Phi_0$; correlation lowers the repulsion further at first order, while the one-particle distribution stays put.

Expanding the numerator and the norm to second order gives

$$\gamma^{(2)}_{pq}=\langle\Psi_1|a_p^\dagger a_q|\Psi_1\rangle-\langle\Psi_1|\Psi_1\rangle\gamma^{(0)}_{pq}+\langle\Phi_0|a_p^\dagger a_q|\Psi_2\rangle+\langle\Psi_2|a_p^\dagger a_q|\Phi_0\rangle .$$

The first two terms involve doubles only. Take real orbitals from here on. Moving $a_b$ through the two creation operators in $\Psi_1$ produces two equal terms, and moving $a_i^\dagger$ through the two annihilation operators does likewise:

$$a_b\Psi_1=\tfrac12\sum_{ijd}t_{ij}^{bd}a_d^\dagger a_ja_i\Phi_0,\qquad a_i^\dagger\Psi_1=-\tfrac12\sum_{kcd}t_{ik}^{cd}a_c^\dagger a_d^\dagger a_k\Phi_0 .$$

For two empty orbitals, $\langle\Psi_1|a_a^\dagger a_b|\Psi_1\rangle$ is the overlap of $a_a\Psi_1$ with $a_b\Psi_1$. The prefactors give $\tfrac14$, and the two ways of matching the pair of holes give 2. For two occupied orbitals use $a_i^\dagger a_j=\delta_{ij}-a_ja_i^\dagger$. The $\delta_{ij}$ term gives $\delta_{ij}\langle\Psi_1|\Psi_1\rangle$, which the normalization term cancels. What remains is minus the overlap of $a_j^\dagger\Psi_1$ with $a_i^\dagger\Psi_1$, again with $\tfrac14\times2$. The doubles terms are thus

$$\gamma^{(2)}_{ab}=\tfrac12\sum_{ijc}t_{ij}^{ac}t_{ij}^{bc},\qquad \gamma^{(2)}_{ij}=-\tfrac12\sum_{kab}t_{ik}^{ab}t_{jk}^{ab}.$$

They contribute nothing to the occupied-empty block, because $a_i^\dagger a_a$ changes the number of excited electrons by one and $\Psi_1$ contains only doubles. Since $\langle\Psi_1|\Psi_1\rangle=\tfrac14\sum(t_{ij}^{ab})^2$, the two traces are $+2\langle\Psi_1|\Psi_1\rangle$ and $-2\langle\Psi_1|\Psi_1\rangle$. Charge is conserved, and the number of promoted electrons is twice the weight of the doubles.

The terms with $\Psi_2$ select its singles, since $a_p^\dagger a_q$ cannot connect $\Phi_0$ to higher excitations and $\Psi_2$ has no component along $\Phi_0$. With $s_i^a=\langle\Phi_i^a|\Psi_2\rangle$, this gives $\gamma^{(2)}_{ia}=\gamma^{(2)}_{ai}=s_i^a$. Projecting the second-order equation on $\Phi_i^a$ yields

$$(\varepsilon_i-\varepsilon_a)s_i^a=\langle\Phi_i^a|V_N|\Psi_1\rangle ,$$

because $E_1$ cancels and $\Phi_0$ is orthogonal to $\Phi_i^a$. Two kinds of term in $V_N$ turn a double into a single. The first removes two excited electrons, creates one, and fills a hole. Its two equivalent index placements turn $\tfrac14$ into $\tfrac12$:

$$\tfrac12\sum_{ajbc}\langle aj\|bc\rangle a_a^\dagger a_j^\dagger a_ca_b\Psi_1 .$$

From the expression for $a_b\Psi_1$, $a_ca_b\Psi_1=\tfrac12\sum_{kl}t_{kl}^{bc}a_la_k\Phi_0$. Applying $a_j^\dagger$ fills either hole, and the two equal results add to $\sum_kt_{kj}^{bc}a_k\Phi_0$. Applying $a_a^\dagger$ gives $\Phi_k^a$, so the coefficient of $\Phi_i^a$ is $\tfrac12\sum_{jbc}\langle aj\|bc\rangle t_{ij}^{bc}$.

The second kind fills two holes, makes one, and removes an excited electron. Normal ordering moves $a_i$ to the left past three operators, giving a minus sign:

$$\tfrac12\sum_{jkib}\langle jk\|ib\rangle\{a_j^\dagger a_k^\dagger a_ba_i\}\Psi_1=-\tfrac12\sum_{jkib}\langle jk\|ib\rangle a_ia_j^\dagger a_k^\dagger a_b\Psi_1 .$$

Here $a_j^\dagger a_k^\dagger a_b\Psi_1=\tfrac12\sum_d(t_{jk}^{bd}-t_{kj}^{bd})a_d^\dagger\Phi_0=\sum_dt_{jk}^{bd}a_d^\dagger\Phi_0$. Since $-a_ia_d^\dagger\Phi_0=\Phi_i^d$, the coefficient of $\Phi_i^a$ is $\tfrac12\sum\langle jk\|ib\rangle t_{jk}^{ba}$. Exchanging the upper indices of $t$ restores a minus sign, and the singles are

$$s_i^a=\frac{1}{\varepsilon_i-\varepsilon_a}\left[\tfrac12\sum_{jbc}\langle aj\|bc\rangle t_{ij}^{bc}-\tfrac12\sum_{jkb}\langle jk\|ib\rangle t_{jk}^{ab}\right].$$

Each term contains one amplitude $t$ and one further factor of $W$, so $s$ is of the same order as $t^2$. Physically, the pair correlation acts back on the orbitals and mixes empty ones into occupied ones. This moves charge in space, but the singles leave the diagonal elements of $\gamma^{(2)}$, the changes in orbital population, entirely to the doubles. If all orbital energy differences are multiplied by $\kappa$ at fixed integrals, both parts of $\gamma^{(2)}$ scale as $\kappa^{-2}$. A large gap therefore suppresses singles and doubles parts alike, and neither becomes negligible beside the other on that ground. As the gap closes, the denominators can vanish and the expansion loses its footing.

Lithium hydride shows the sizes. The separation is set to 3.0 bohr, the basis is 6-31G, and all four electrons are correlated. The energies $E_0=-5.507791$ and $E_1=-3.471387$ hartree, with the nuclear repulsion of 1.000000 hartree, add to the Hartree-Fock energy of $-7.979178$ hartree. The largest doubles amplitude moves both electrons of spatial orbital 2 to orbital 10:

$$t=\frac{0.052311}{-1.325605}=-0.03946 .$$

The largest single goes from orbital 2 to orbital 3:

$$s=\frac{-0.000989+0.003971}{-0.310666}=-0.0096 .$$

The sign of $s$ depends on the orbital phases. That of $t$ does not: with real orbitals and the two spins listed in the same order before and after, its integral contains each spatial orbital twice. Although $s$ is formally of second order, it is a quarter of the largest first-order amplitude here. The weight of the doubles in $\Psi_1$ is 0.008395, so $2\times0.008395=0.01679$ electrons are promoted.

Solving for the ground state of $H(\lambda)$ at small positive and negative $\lambda$ tests the theorem without using the perturbation formulas. Finite differences give a first-order density matrix whose largest element is $9\times10^{-10}$, and a second-order one that agrees with the formulas within $5\times10^{-10}$. The same states give $d\langle V_{ee}\rangle/d\lambda=-0.025171$ hartree, equal to $2E_2$ to the digits shown. Doubling $\lambda$ from 0.01 to 0.02 changes the dipole shift from $-5.25\times10^{-6}$ to $-2.115\times10^{-5}$ $e\,$bohr, a factor of 4.03, close to the 4 of a quadratic law.

The Hartree-Fock dipole, directed from H to Li, is 2.3264 $e\,$bohr (5.913 debye). The second-order correction is

$$-0.01420\ (\text{doubles})-0.03795\ (\text{singles})=-0.05215\ e\,\text{bohr}.$$

Singles supply 73% of it, so a density built from the doubles alone would miss most of the second-order shift. These sizes belong to 6-31G and are not converged with basis: the correction is $-0.025$ $e\,$bohr in cc-pVDZ, $-0.017$ in cc-pVTZ and $-0.024$ when core-valence functions are added on lithium, with singles supplying 61% to 71%. The corrected dipole is 2.2742 $e\,$bohr (5.781 debye), against 2.1611 $e\,$bohr (5.493 debye) from full configuration interaction. That reference is the limit of this small basis, not of experiment. The full shift is $-0.1653$ $e\,$bohr, of which second order recovers 32%. In the three larger bases the shift, estimated by coupled-cluster singles and doubles, is only $-0.085$, $-0.058$ and $-0.069$ $e\,$bohr, while the fraction recovered at second order stays between 29% and 35%. A vanishing linear term thus makes no promise that the density at $\lambda=1$ is close to the Hartree-Fock one.

At the hydrogen nucleus the density rises from 0.3319 by 0.0051 (doubles) and 0.0058 (singles) bohr$^{-3}$, about 3% together. The rise persists in larger bases with a different split, 0.0024 and 0.0087 in cc-pVTZ. At the lithium nucleus the two parts are $-0.0011$ and $+0.0017$ on a density of 12.92 bohr$^{-3}$, but neither their signs nor their sizes survive a change of basis: both are negative in cc-pVDZ, they are $+0.012$ and $-0.047$ in cc-pVTZ, and both are positive with core-valence functions, where the Hartree-Fock value is 13.49 bohr$^{-3}$. The rise at hydrogen does not conflict with the smaller dipole, which measures the centroid of the whole distribution and not its value at one point.

The theorem depends on the choice of reference. Let $F'$ be another one-electron Hamiltonian with ground determinant $\Phi'$ and levels $\varepsilon'_p$, such as that of a Kohn-Sham or hybrid calculation. Then $H-F'$ keeps a one-body part $f-f'$, where $f$ is the Fock matrix built from $\Phi'$. Since $f'_{ai}=0$ by construction, this part can put singles into $\Psi_1$, and

$$\gamma^{(1)}_{ia}=\frac{f_{ai}}{\varepsilon'_i-\varepsilon'_a},$$

which is nonzero wherever $f_{ai}$ is. If $\Phi'$ is still the Hartree-Fock determinant, as when the empty levels of $F$ are merely raised, $f_{ai}=0$ and the theorem survives. For a PBE reference in the same molecule the dipole starts at 2.154 $e\,$bohr and its first-order change is $+0.295$ $e\,$bohr, larger in size than the entire shift from Hartree-Fock to full configuration interaction. In cc-pVTZ the two numbers are 2.190 and $+0.259$ $e\,$bohr, and the comparison holds still more strongly.

A further condition concerns dipoles obtained as energy derivatives. Add $\mu z$ to $F$, with $W$ fixed. The derivative of the energy with respect to $\mu$ is $\langle z\rangle$ at every $\lambda$, hence order by order in $\lambda$: the derivative of $E_1$ vanishes at $\mu=0$, and that of $E_2$ gives the second-order dipole. Numerically, with the electron's negative charge included, they are $-8.5\times10^{-7}$, a finite-difference residue, and $-0.05215$ $e\,$bohr. If the Hartree-Fock equations are instead solved anew in the field, $F$ and $W$ both change with $\mu$, and the derivative of $E_2$ becomes $-0.077$ $e\,$bohr ($-0.031$ in cc-pVTZ, where the expectation value gives $-0.017$). This is the correlation part of the relaxed second-order dipole. It answers a different question from the expectation value derived here, so the two should not be compared as if they were the same quantity. The remaining values are in the numerical output.

## Calculated quantities

```
LiH 6-31G, separation 3.0 bohr; H at z=0, Li at z=3.0 bohr
spatial orbitals 11, determinants 3025
occupied levels (hartree): [-2.45277 -0.30113]
lowest empty level 0.00954 hartree
E0 -5.507791, E1 -3.471387, nuclear 1.000000 hartree
HF total energy -7.979178 hartree
E2 -0.012586 hartree
full CI total energy -7.998142 hartree
largest doubles amplitude (sign depends on orbital phases):
  spatial orbitals 2,2 -> 10,10
  integral 0.052311 hartree, denominator -1.325605 hartree, t -0.039462
largest second-order singles amplitude (sign: orbital phases):
  spatial orbital 2 -> 3
  <aj||bc> term -0.000989 hartree, <jk||ib> term 0.003971 hartree
  denominator -0.310666 hartree, s -0.009601
squared norms by excitation level 1,2,3,4:
  psi1: 1.393e-19 8.395e-03 0.000e+00 0.000e+00
  psi2: 3.283e-04 9.371e-04 1.169e-06 2.337e-07
electrons promoted at second order 0.016789
max |first-order gamma|, determinants 5.2e-10
max |first-order gamma|, finite diff. 8.6e-10
max |second-order gamma| 0.019201
max deviation formula - finite diff. 4.8e-10
d<Vee>/dlam at 0: -0.025171 hartree; 2*E2 -0.025171 hartree
dipole along z, from H to Li (e*bohr):
  HF 2.32638 = 5.9131 debye
  second-order doubles part -0.01420
  second-order singles part -0.03795
  HF + second order 2.27423 = 5.7805 debye
  full CI 2.16106 = 5.4929 debye
lam, dipole change (e*bohr), dipole change / lam^2 (e*bohr):
  0.01 -5.2504e-06 -0.05250
  0.02 -2.1146e-05 -0.05286
  0.10 -5.5931e-04 -0.05593
  0.25 -3.9223e-03 -0.06276
  1.00 -1.6532e-01 -0.16532
field derivatives, as dipoles (e*bohr):
  F fixed: from E1 -8.5e-07, from E2 -0.05215
  HF re-solved in field: from E2 -0.07707
density (bohr^-3): z (bohr), HF, doubles part, singles part:
  0.0 0.331904 +0.005064 +0.005793
  1.5 0.037038 -0.000263 -0.000228
  3.0 12.920785 -0.001118 +0.001694
PBE reference: dipole 2.15401, first-order change +0.29512 e*bohr
PBE reference: max |first-order gamma| 0.153308
```
